# How energy errors affect compound stability verdicts on the convex hull, part 2

A compound $c$ is stable when its decomposition energy $\Delta=E_c-H$ is negative. Here $H$ is the lowest energy of a mixture of the $N$ competitors, which include the $n$ elements, with the composition of $c$. We ask how errors in computed energies affect this verdict. Energies are in meV/atom, $x_a$ is the vector of atomic fractions of phase $a$, and the weights $w_i\ge0$ are fractions of atoms:
$$\sum_i w_i x_i = x_c ,\qquad \sum_i w_i=1 .$$
Each facet $k=1,\dots,K$ is a set of phases with linearly independent compositions and fixed positive weights $w^{(k)}$. Its energy is $H_k=\sum_i w_i^{(k)}E_i$, and $H=\min_k H_k$. For errors $\varepsilon$ with mean $m$ and covariance $\Sigma$, the computed value is
$$\hat\Delta=\max_k Y_k,\qquad Y_k=\Delta_k+v_k\cdot\varepsilon ,$$
with $\Delta_k=E_c-H_k$, $v_k=(1,-w^{(k)})$, $\Delta_1=\Delta$ the largest, $g_k=\Delta_1-\Delta_k$ and $g=g_2$. The $v_k$ span at most $N+1-n$ dimensions. On one facet the variance (written $\sigma_k^2$ for facet $k$) is
$$\sigma_\Delta^2=\Sigma_{cc}-2\sum_i w_i\Sigma_{ci}+\sum_{ij}w_iw_j\Sigma_{ij}.$$
For independent errors of equal variance $\sigma^2$ it is $\sigma^2(1+\sum_i w_i^2)$. This lever factor is 2 for one competitor of the same composition (a polymorph) and $3/2$ at a binary midpoint. With correlation $\rho$, one competitor gives $2\sigma^2(1-\rho)$. The standard normal density and distribution are $\varphi$ and $\Phi$; for zero-mean Gaussian errors the one-facet risk is $\Phi(-|\Delta|/\sigma_\Delta)$.

The model has elements A, B, C and compounds A₂C, BC, AB₂ at $-250$, $-480$, $-200$; $c$ is ABC at $-350$ (stable) or $-310$ (unstable). Its errors are $\varepsilon_a=\eta\cdot x_a+r_a$, with independent elemental shifts $\eta$ (standard deviation $s=100$) and residuals $r_a$ ($\sigma=20$). The shifts cancel in every $Y_k$. Yet making only the energy of the stable ABC exact raises the risk from 0.234 to 0.387.

|$k$|mixture|$H_k$|$\sigma_k$|
|---|---|---|---|
|1|⅖ A₂C + ⅖ BC + ⅕ AB₂|−332.0|23.32|
|2|⅓ A + ⅔ BC|−320.0|24.94|
|3|⅙ B + ½ A₂C + ⅓ BC|−285.0|23.57|
|4|¼ C + ¼ A₂C + ½ AB₂|−162.5|23.45|
|5|⅓ B + ⅙ C + ½ A₂C|−125.0|23.57|
|6|⅙ A + ⅓ C + ½ AB₂|−100.0|23.57|
|7|⅓ A + ⅓ B + ⅓ C|0.0|23.09|

### Range of the lever factor

For a facet of $q\le n$ phases, the Cauchy–Schwarz inequality gives $1=(\sum_i w_i)^2\le q\sum_i w_i^2$, with equality for equal weights, and $w_i\le1$ gives $\sum_i w_i^2\le\sum_i w_i=1$, with equality for a single phase. Therefore
$$1+\frac1n\le 1+\sum_i w_i^2\le 2 .$$
The binary midpoint and the polymorph of section 3 reach the two ends, and facet 7 reaches the lower end for $n=3$, with $20\sqrt{4/3}=23.09$. For independent equal errors the compound itself supplies at least half of the variance, and the geometry of the facet can change $\sigma_\Delta$ only between $\sigma\sqrt{1+1/n}$ and $\sigma\sqrt2$.

If all pairs share a correlation $\rho$, then $\Sigma=\sigma^2[(1-\rho)I+\rho\,\mathbf 1\mathbf 1^{T}]$ with $\mathbf 1$ the vector of ones. Because $v\cdot\mathbf 1=1-\sum_i w_i=0$, the second term gives nothing, and $\sigma_\Delta^2=(1-\rho)\sigma^2(1+\sum_i w_i^2)$. For one competitor this is the $2\sigma^2(1-\rho)$ found before.

### Formation energies

A formation energy is $E_a-x_a\cdot E_{\rm el}$, with $E_{\rm el}$ the vector of elemental energies. The subtraction is linear in composition, so total and formation energies computed at one level give the same $\hat\Delta$. Their errors have different covariances, however. In the model, the element vector has error $\eta+r_{\rm el}$, so a compound's formation energy has error $f_a=r_a-x_a\cdot r_{\rm el}$, with
$$\operatorname{Var}f_a=\sigma^2(1+|x_a|^2),\qquad \operatorname{Cov}(f_a,f_b)=\sigma^2\,x_a\cdot x_b\quad(a\neq b).$$
With $|x|^2=\tfrac59,\tfrac12,\tfrac59,\tfrac13$ the standard deviations for A₂C, BC, AB₂ and ABC are 24.94, 24.49, 24.94 and 23.09. If these are combined as though independent, facet 1 gets
$$\sqrt{23.09^2+0.4^2\cdot24.94^2+0.4^2\cdot24.49^2+0.2^2\cdot24.94^2}=27.46 ,$$
against the true 23.32. The excess in the variance is $\sigma^2(|x_c|^2+\sum_i w_i^2|x_i|^2)$. The omitted covariance terms are
$$\sigma^2\Big[-2\sum_i w_i\,x_c\cdot x_i+\sum_{i\ne j}w_iw_j\,x_i\cdot x_j\Big]=\sigma^2\Big[-2|x_c|^2+|x_c|^2-\sum_i w_i^2|x_i|^2\Big],$$
where $\sum_i w_ix_i=x_c$ was used in both sums and the diagonal was removed from the second. They cancel the excess exactly. This form holds for a facet that contains no element: the elemental phases take no part in the reaction, and their errors cannot matter. An error statistic of formation energies is thus not enough to fix $\sigma_\Delta$ without the covariances.

### Why the exact compound made things worse

Setting $\varepsilon_c=0$ removes the first two terms of $\sigma_\Delta^2$. The variance falls only if these two terms had a positive sum,
$$\Sigma_{cc}>2\sum_i w_i\Sigma_{ci}.$$
In the model $\Sigma_{cc}=\sigma^2+s^2|x_c|^2$ and $\sum_i w_i\Sigma_{ci}=s^2\,x_c\cdot\sum_i w_ix_i=s^2|x_c|^2$, so the condition is $\sigma>s|x_c|$. Here $\sigma=20$ and $s|x_c|=100/\sqrt3=57.74$, and it fails. Directly, $\delta=-\eta\cdot x_c-\sum_i w_ir_i$, with a residual part $20\sqrt{0.36}=12.00$ and a shift part 57.74, so that
$$\sigma_1=\sqrt{12.00^2+57.74^2}=58.97 .$$
The compound's own error was cancelling the elemental shift of the products, and removing it uncovers that shift.

Limit. For $s\to0$ the condition always holds and the exact compound lowers $\sigma_1$ from 23.32 to 12.00.

The comparison above puts an exact total energy against approximate total energies. If the elements are also computed exactly, one can compare the exact formation energy of $c$ with formation energies of the competitors taken wholly at the lower level. The error is then $-\sum_i w_if_i=-\sum_i w_ir_i+x_c\cdot r_{\rm el}$, free of $\eta$. On facet 1 its variance is $\sigma^2(\sum_i w_i^2+|x_c|^2)=\sigma^2(0.36+\tfrac13)$, below the original $1.36\,\sigma^2$, at the price of $n$ further calculations at the high level.

## 6. Two competing facets: switching and bias

Linear propagation ends when the computed energies make another facet the lowest. One consequence needs no distribution at all. A maximum is at least as large as any of its entries, so $\hat\Delta\ge Y_1$ for every $\varepsilon$, and averaging gives
$$\langle\hat\Delta\rangle\ge\Delta+v_1\cdot m .$$
Unbiased energies give a decomposition energy biased upward, toward instability, strictly so when another facet wins with nonzero probability. This is Jensen's inequality for $H$, which as a minimum of linear functions is concave. The search for the lowest mixture picks whichever mixture the errors have happened to lower.

To compute the size, keep two facets, set $m=0$ (otherwise replace $\Delta_k$ by $\Delta_k+v_k\cdot m$ and renumber if needed), and assume Gaussian errors. The difference $D=Y_2-Y_1$ has mean $-g$ and variance
$$\theta^2=(v_2-v_1)^T\Sigma\,(v_2-v_1)=\sigma_1^2+\sigma_2^2-2r\sigma_1\sigma_2,\qquad r=\frac{v_1^T\Sigma v_2}{\sigma_1\sigma_2}.$$
The entry for $c$ in $v_2-v_1$ is $1-1=0$, so switching depends on the competitors alone. Write $D=-g+\theta Z$ with $Z$ standard normal, and $\alpha=g/\theta$. Facet 2 wins when $Z>\alpha$, with probability $\Phi(-\alpha)$.

Since $\max(Y_1,Y_2)=Y_1+\max(D,0)$, the bias is
$$b=\langle\max(D,0)\rangle=\int_\alpha^\infty(\theta z-g)\varphi(z)\,dz=\theta\varphi(\alpha)-g\,\Phi(-\alpha),$$
where $\int_\alpha^\infty z\varphi\,dz=\varphi(\alpha)$ follows from $\varphi'=-z\varphi$.

Limits. For degenerate facets, $g=0$, the switch probability is $\tfrac12$ and $b=\theta/\sqrt{2\pi}$, first order in the error. For a wide gap, substitute $z=\alpha+t$ and use $\varphi(\alpha+t)=\varphi(\alpha)e^{-\alpha t-t^2/2}$:
$$b=\theta\varphi(\alpha)\int_0^\infty t\,e^{-\alpha t-t^2/2}dt\ \le\ \theta\varphi(\alpha)\int_0^\infty t\,e^{-\alpha t}dt=\frac{\theta\varphi(\alpha)}{\alpha^2}.$$
The bias vanishes faster than any power of $\theta/g$, so it is invisible to an expansion in small errors about the true facet. The parameter that controls the linear regime is $g/\theta$. Unlike $\Delta/\sigma_1$ it does not involve the energy or the error of the compound, so a large margin of stability does not make it large.

For the second moment, split $\langle\hat\Delta^2\rangle=\langle Y_1^2;Z<\alpha\rangle+\langle Y_2^2;Z>\alpha\rangle$, where the semicolon restricts the average to the event. Write $Y_k=\Delta_k+\beta_kZ+\xi_k$ with $\beta_k=\operatorname{Cov}(Y_k,Z)$. Then $\xi_k$ has zero mean, is uncorrelated with $Z$ and therefore, being jointly Gaussian, independent of it, and has variance $\sigma_k^2-\beta_k^2$. Taking the covariance of $Y_2-Y_1=-g+\theta Z$ with $Z$ gives $\beta_2-\beta_1=\theta$. The truncated moments follow from $\varphi'=-z\varphi$ and one integration by parts:
$$\int_\alpha^\infty z^2\varphi\,dz=\big[-z\varphi\big]_\alpha^\infty+\int_\alpha^\infty\varphi\,dz=\alpha\varphi(\alpha)+\Phi(-\alpha),$$
and the complementary integrals are $\int_{-\infty}^\alpha z\varphi\,dz=-\varphi(\alpha)$ and $\int_{-\infty}^\alpha z^2\varphi\,dz=\Phi(\alpha)-\alpha\varphi(\alpha)$. Terms linear in $\xi_k$ average to zero, so
$$\langle Y_1^2;Z<\alpha\rangle=(\Delta_1^2+\sigma_1^2-\beta_1^2)\Phi(\alpha)-2\Delta_1\beta_1\varphi(\alpha)+\beta_1^2\big[\Phi(\alpha)-\alpha\varphi(\alpha)\big],$$
$$\langle Y_2^2;Z>\alpha\rangle=(\Delta_2^2+\sigma_2^2-\beta_2^2)\Phi(-\alpha)+2\Delta_2\beta_2\varphi(\alpha)+\beta_2^2\big[\Phi(-\alpha)+\alpha\varphi(\alpha)\big].$$
The $\beta_k^2\Phi$ terms cancel within each line. The coefficient of $\varphi(\alpha)$ in the sum is $2\Delta_2\beta_2-2\Delta_1\beta_1+\alpha(\beta_2-\beta_1)(\beta_2+\beta_1)$. With $\alpha(\beta_2-\beta_1)=\alpha\theta=g=\Delta_1-\Delta_2$ it becomes
$$2\Delta_2\beta_2-2\Delta_1\beta_1+\Delta_1\beta_1+\Delta_1\beta_2-\Delta_2\beta_1-\Delta_2\beta_2=(\Delta_1+\Delta_2)(\beta_2-\beta_1).$$
Hence Clark's formula for the maximum of two Gaussians,
$$\langle\hat\Delta^2\rangle=(\Delta_1^2+\sigma_1^2)\Phi(\alpha)+(\Delta_2^2+\sigma_2^2)\Phi(-\alpha)+(\Delta_1+\Delta_2)\,\theta\varphi(\alpha),$$
and the variance is this minus $(\Delta_1+b)^2$. A common shift of $\Delta_1$ and $\Delta_2$ cannot change the variance, so one may set $\Delta_1=0$, $\Delta_2=-g$:
$$\operatorname{Var}\hat\Delta=\sigma_1^2\Phi(\alpha)+(g^2+\sigma_2^2)\Phi(-\alpha)-g\theta\varphi(\alpha)-b^2 .$$

Limits. As $\alpha\to\infty$ only $\sigma_1^2$ survives. For $g=0$, $r=0$, $\sigma_1=\sigma_2$, one has $\theta^2=2\sigma_1^2$, $b^2=\sigma_1^2/\pi$ and variance $\sigma_1^2(1-1/\pi)$, narrower than either entry.

In the model the entries of $v_2-v_1=(0,\,w^{(1)}-w^{(2)})$ are $-\tfrac13$ for A, $\tfrac25$ for A₂C, $\tfrac25-\tfrac23=-\tfrac4{15}$ for BC and $\tfrac15$ for AB₂. The elemental shifts cancel again, and
$$\theta^2=\sigma^2\,\frac{25+36+16+9}{225}=\sigma^2\,\frac{86}{225},\qquad \theta=12.365,\qquad \alpha=\frac{12}{12.365}=0.9705 .$$
The covariance of the two facets comes from the shared compound and the shared BC, $v_1\cdot v_2=1+\tfrac25\cdot\tfrac23=\tfrac{19}{15}$, so $r=\tfrac{19}{15}/\sqrt{1.36\times1.5556}=0.8709$. The computed hull shows the wrong decomposition products with probability $\Phi(-0.9705)=0.166$. The bias is
$$b=12.365\,\frac{e^{-0.9705^2/2}}{\sqrt{2\pi}}-12\times0.1659=1.09\ \text{meV/atom}$$
(0.105 kJ per mole of atoms), and the variance formula gives a standard deviation of 23.30, against $\sigma_1=23.32$. The centre moves by about a twentieth of the width. The near equality of the widths owes something to a cancellation in this model. With $D_+=\max(D,0)$, $\operatorname{Var}\hat\Delta=\sigma_1^2+2\operatorname{Cov}(Y_1,D_+)+\operatorname{Var}D_+$. The truncated moments give $\langle ZD_+\rangle=\theta[\alpha\varphi(\alpha)+\Phi(-\alpha)]-g\varphi(\alpha)=\theta\Phi(-\alpha)$, so $\operatorname{Cov}(Y_1,D_+)=\beta_1\theta\,\Phi(-\alpha)$ with $\beta_1\theta=\operatorname{Cov}(Y_1,D)=\sigma^2(\tfrac{19}{15}-\tfrac{34}{25})=-\tfrac7{75}\sigma^2$. The covariance term is $-2\cdot\tfrac7{75}\cdot400\cdot0.1659=-12.4$, which leaves $\operatorname{Var}D_+=23.296^2-544+12.4=11.1$, both in (meV/atom)². Either term alone would change the width by about one percent.

## 7. The probability of a wrong verdict

A maximum is negative exactly when all its entries are negative, so the probability of the verdict "stable" is
$$P_s=P(\hat\Delta<0)=P\big(Y_1<0,\dots,Y_K<0\big).$$
For Gaussian errors the $Y_k$ are jointly Gaussian with means $\Delta_k+v_k\cdot m$ and covariances $v_k^T\Sigma v_l$, and $P_s$ is the weight of the negative orthant. The covariance matrix is singular when $K>N+1-n$, as in the model with seven facets in four dimensions. The wrong verdict has probability $1-P_s$ for a stable compound and $P_s$ for an unstable one.

### Bounds and the direction of the error of the linear formula

The event that all $Y_k$ are negative is contained in each event $Y_k<0$. Its complement is the union of the events $Y_k\ge0$, whose probability is at most the sum of the separate probabilities. With $m=0$ and $h_k=-\Delta_k/\sigma_k$,
$$1-\sum_k\Phi(-h_k)\ \le\ P_s\ \le\ \min_k\Phi(h_k)\ \le\ \Phi(h_1).$$
The right-hand side is the one-facet value of $P_s$. For a stable compound, $1-P_s\ge\Phi(-|\Delta|/\sigma_1)$: the linear formula is a lower bound on the risk of calling it unstable. For an unstable compound, $P_s\le\Phi(-|\Delta|/\sigma_1)$: the linear formula is an upper bound on the risk of calling it stable. A compound must survive every decomposition channel to be judged stable, and one channel suffices to condemn it. The inclusion of events holds for any error distribution; only the values of the marginal probabilities use the Gaussian.

### Two facets

Write $Y_k=\Delta_k+\sigma_kZ_k$, with $Z_1,Z_2$ standard normal and correlation $r$. Then $Y_k<0$ means $Z_k<h_k$. Represent $Z_2=rZ_1+\sqrt{1-r^2}\,\zeta$ with $\zeta$ standard normal and independent of $Z_1$; this has unit variance and covariance $r$ with $Z_1$, as required. Given $Z_1=z$, the second condition is $\zeta<(h_2-rz)/\sqrt{1-r^2}$, so
$$P_s^{(2)}=\int_{-\infty}^{h_1}\varphi(z)\,\Phi\!\left(\frac{h_2-rz}{\sqrt{1-r^2}}\right)dz .$$

Limits. For $h_2\to\infty$ the inner factor is one and $P_s^{(2)}=\Phi(h_1)$, the one-facet value. For $r=0$ the inner factor is constant and the result is $\Phi(h_1)\Phi(h_2)$. For $r\to1$ the inner factor becomes a step that equals one for $z<h_2$, and the result is $\Phi(\min(h_1,h_2))$, the upper bound. For $r\to-1$ the step equals one for $z>-h_2$, which gives $\Phi(h_1)-\Phi(-h_2)=1-\Phi(-h_1)-\Phi(-h_2)$ when positive, the lower bound.

### The facets left out

The two-facet and the full verdicts can differ only if some facet $k\ge3$ exceeds $\max(Y_1,Y_2)$, and then it exceeds $Y_1$. By the union bound,
$$0\le P_s^{(2)}-P_s\le\sum_{k\ge3}\Phi(-g_k/\theta_k),\qquad\theta_k^2=(v_k-v_1)^T\Sigma(v_k-v_1).$$
For facet 3 the gap is $332-285=47$, and the weight differences are $\tfrac16,\tfrac1{10},\tfrac1{15},\tfrac15$ in magnitude for B, A₂C, BC, AB₂, so $\theta_3^2=\sigma^2(25+9+4+36)/900$ and $\theta_3=\tfrac23\sqrt{74}$ meV/atom. The gap is more than eight such standard deviations. It is more than a comparison of 47 with $\sigma_3=23.57$ would suggest, because facets 1 and 3 share the compound and most of their products, and those errors cancel in the difference. The sum over facets 3 to 7 is $1.2\times10^{-16}$. This is an upper bound inside the Gaussian model; it says that two facets suffice there, and nothing about the tails of real errors.

We now have the bias caused by switching between facets, bounds on the probability of a wrong verdict, and a two-facet integral that suffices for the model. What remains is to evaluate the risks, extend them to a population of candidates, use them to choose the level of theory, and state the limits of the treatment.
